# How the direction of strain in five dimensions sets valence-band masses

## 1. A number to explain

Take germanium with rounded parameters and compress it by 2 GPa along [110]. The four-band model gives the uppermost holes a band-edge mass of $0.043\,m_0$ along the stress and $0.112\,m_0$ along $[1\bar10]$. Replace compression by equal tension and the two masses become $0.307\,m_0$ and $0.056\,m_0$: the light direction is now the heavy one. Yet in this model, halving or doubling the stress leaves all four numbers unchanged. What property of strain matters, if not its size?

Conventions: $E$ is electron energy, so holes gain energy downward. The wave vector $\mathbf k$ and the tensor strain $\varepsilon_{ij}$ refer to the cubic axes, and
$$h=\frac{\hbar^2}{2m_0}=0.0381\ \mathrm{eV\,nm^2},\qquad \{A,B\}=\tfrac12(AB+BA).$$
The crystal is cubic with inversion symmetry and the strain is uniform. I keep terms of order $k^2$ and of order $\varepsilon$, and drop products of the two.

The valence edge is built from three $p$-like orbitals $|x\rangle,|y\rangle,|z\rangle$. Inversion removes terms linear in $k$. A symmetric tensor such as $k_ik_j$ or $\varepsilon_{ij}$ can enter in three ways allowed by cubic symmetry: through its trace, its traceless diagonal part and its off-diagonal part. Each needs one constant:
$$H_p=-h\gamma_1k^2+a\,\mathrm{tr}\,\varepsilon+\sum_i c_i|i\rangle\langle i|+\sum_{i\ne j}f_{ij}|i\rangle\langle j|,$$
$$c_i=-h\gamma_2(6k_i^2-2k^2)+b(3\varepsilon_{ii}-\mathrm{tr}\,\varepsilon),\qquad f_{ij}=-6h\gamma_3k_ik_j+\sqrt3\,d\,\varepsilon_{ij}.$$
The numerical factors fix the meaning of the Luttinger parameters $\gamma_i$ and the deformation potentials $a,b,d$. Spin-orbit coupling splits the six states, spin included, into $J=3/2$ and, lower by $\Delta$, $J=1/2$. The four-band model keeps only $J=3/2$.

## 2. Simple case: everything along z

Let $\mathbf k=(0,0,k)$, $\varepsilon_{xx}=\varepsilon_{yy}$ and $\delta=\varepsilon_{zz}-\varepsilon_{xx}$. Then $f_{ij}=0$, and
$$c_z=2q,\quad c_x=c_y=-q,\qquad q=-2h\gamma_2k^2+b\delta.$$
The state $m_J=3/2$ contains only $x$ and $y$ orbitals, so its energy shift is $-q$. The state $m_J=1/2$ has weight $2/3$ on $z$ and $1/3$ on $x,y$, which gives $\frac23(2q)-\frac13q=+q$. Hence
$$E=-h\gamma_1k^2+a\,\mathrm{tr}\,\varepsilon\pm(2h\gamma_2k^2-b\delta),$$
with the upper sign for $|m_J|=3/2$.

If $-b\delta>0$, the $3/2$ pair is on top and $m_0/m_z=\gamma_1-2\gamma_2$. If $-b\delta<0$, the $1/2$ pair is on top and $m_0/m_z=\gamma_1+2\gamma_2$. The sign of the strain selects the mass; its magnitude does not enter.

Magnitude does control the range. In the second case the bands cross at $2h\gamma_2k^2=|b\delta|$, and beyond that $k$ the heavy band is on top. So "strong strain" means strain energy large compared with the anisotropic kinetic energy at the $k$ of interest. The generalization must replace a sign by a direction.

## 3. From p orbitals to spin matrices

On $p$ orbitals $(L_i)_{jk}=-i\epsilon_{ijk}$. Multiplying two of them and contracting the antisymmetric symbols gives
$$L_iL_j=\delta_{ij}-|j\rangle\langle i|.$$
Therefore $|i\rangle\langle i|=1-L_i^2$, and for $i\neq j$, $|i\rangle\langle j|+|j\rangle\langle i|=-2\{L_i,L_j\}$. Since $\sum_ic_i=0$, constants multiplying all the $c_i$ drop out, and the anisotropic part of $H_p$ is
$$-\sum_ic_i\left(L_i^2-\tfrac23\right)-2\sum_{i<j}f_{ij}\{L_i,L_j\}.$$

These operators form a rank-two tensor. Inside $J=3/2$, the Wigner–Eckart theorem makes them proportional to the same tensor built from $\mathbf J$. One matrix element fixes the factor: in $m_J=3/2$, where $L_z=1$, $L_z^2-\frac23=\frac13$ while $J_z^2-\frac54=1$. The factor is $1/3$. Using $\sum_i(J_i^2-\frac54)=0$ to discard the isotropic parts of $c_i$,
$$H=-h\gamma_1k^2+a\,\mathrm{tr}\,\varepsilon+\sum_iC_i\left(J_i^2-\tfrac54\right)+\sum_{i<j}F_{ij}\{J_i,J_j\},$$
$$C_i=2h\gamma_2k_i^2-b\varepsilon_{ii},\qquad F_{ij}=4h\gamma_3k_ik_j-\tfrac{2}{\sqrt3}d\,\varepsilon_{ij}.$$
The $k$ terms are Luttinger's, the $\varepsilon$ terms those of Bir and Pikus.

## 4. Five anticommuting matrices

Define
$$\Gamma_1=\tfrac{2}{\sqrt3}\{J_y,J_z\},\quad\Gamma_2=\tfrac{2}{\sqrt3}\{J_z,J_x\},\quad\Gamma_3=\tfrac{2}{\sqrt3}\{J_x,J_y\},$$
$$\Gamma_4=\tfrac1{\sqrt3}(J_x^2-J_y^2),\qquad\Gamma_5=J_z^2-\tfrac54.$$
To see their algebra, label states by $m_J$ and use the matrix elements $\sqrt3,2,\sqrt3$ of $J_+$. They give $J_+^2=2\sqrt3\,X$ and $\{J_z,J_+\}=\sqrt3\,Y$, where
$$X=|\tfrac32\rangle\langle-\tfrac12|+|\tfrac12\rangle\langle-\tfrac32|,\qquad Y=|\tfrac32\rangle\langle\tfrac12|-|-\tfrac12\rangle\langle-\tfrac32|.$$
With $J_x=(J_++J_-)/2$ and $J_y=(J_+-J_-)/2i$,
$$\Gamma_4=X+X^\dagger,\ \ \Gamma_3=-i(X-X^\dagger),\ \ \Gamma_2=Y+Y^\dagger,\ \ \Gamma_1=-i(Y-Y^\dagger).$$

Acting on the four states shows $X^2=Y^2=0$ and $XX^\dagger+X^\dagger X=YY^\dagger+Y^\dagger Y=1$. It also shows that $X$ anticommutes with $Y$. For instance, $XY|-\frac32\rangle=-|\frac32\rangle$ and $YX|-\frac32\rangle=+|\frac32\rangle$. Likewise $X$ anticommutes with $Y^\dagger$: on $|-\frac12\rangle$ the two orders give $\mp|\frac12\rangle$, and on the other states both vanish. So $\Gamma_1,\dots,\Gamma_4$ square to one and anticommute. Finally $\Gamma_5=\mathrm{diag}(1,-1,-1,1)$, and both $X$ and $Y$ connect states of opposite $\Gamma_5$, so $\Gamma_5$ anticommutes with the other four:
$$\Gamma_a\Gamma_b+\Gamma_b\Gamma_a=2\delta_{ab}.$$

From $J_x^2+J_y^2=\frac{15}4-J_z^2$ follows $J_{x,y}^2-\frac54=-\frac12\Gamma_5\pm\frac{\sqrt3}2\Gamma_4$. The diagonal terms of $H$ become
$$\left[C_z-\tfrac12(C_x+C_y)\right]\Gamma_5+\tfrac{\sqrt3}2(C_x-C_y)\Gamma_4,$$
and each $\{J_i,J_j\}$ is $\frac{\sqrt3}2$ times its $\Gamma$. Thus
$$H=-h\gamma_1k^2+a\,\mathrm{tr}\,\varepsilon+\sum_{a=1}^5(g_a+s_a)\Gamma_a,$$
with the kinetic five-vector
$$(g_1,g_2,g_3)=2\sqrt3\,h\gamma_3(k_yk_z,\,k_zk_x,\,k_xk_y),$$
$$g_4=\sqrt3\,h\gamma_2(k_x^2-k_y^2),\qquad g_5=h\gamma_2(2k_z^2-k_x^2-k_y^2),$$
and the strain five-vector
$$(s_1,s_2,s_3)=-d(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy}),$$
$$s_4=-\tfrac{\sqrt3}2b(\varepsilon_{xx}-\varepsilon_{yy}),\qquad s_5=-b\left[\varepsilon_{zz}-\tfrac12(\varepsilon_{xx}+\varepsilon_{yy})\right].$$
Limit: in the case of section 2 only $g_5=2h\gamma_2k^2$ and $s_5=-b\delta$ survive, as found there.

## 5. Projection, and what it leaves out

Because the matrices anticommute, cross terms cancel in $(\sum_av_a\Gamma_a)^2=|v|^2$. Each $\Gamma_a$ is traceless, so the eigenvalues $\pm|v|$ occur twice each:
$$E_\pm=-h\gamma_1k^2+a\,\mathrm{tr}\,\varepsilon\pm|g+s|.$$

Let $\hat s=s/|s|$ and $S=\sum_a\hat s_a\Gamma_a$, so that $S^2=1$. At $k=0$ the projector on the top doublet is $P=(1+S)/2$. From $S\Gamma_a+\Gamma_aS=2\hat s_a$ it follows that $S\Gamma_aS=2\hat s_aS-\Gamma_a$, and
$$P\Gamma_aP=\tfrac14(\Gamma_a+S\Gamma_a+\Gamma_aS+S\Gamma_aS)=\tfrac14(2\hat s_a+2\hat s_aS)=\hat s_aP.$$
The doublet therefore responds to the kinetic term through one number, $g_\parallel=\hat s\cdot g$. The perpendicular part, of length $g_\perp$, acts only by mixing in the lower doublet.

Its effect follows from the full length. With $A=|s|+g_\parallel$,
$$|g+s|-A=\sqrt{A^2+g_\perp^2}-A.$$
This is never negative. For $A>0$ it equals $g_\perp^2/(\sqrt{A^2+g_\perp^2}+A)$, hence it is at most $g_\perp^2/2A$. Expanding $1/A$ for $|g|\ll|s|$,
$$|g+s|=|s|+g_\parallel+\frac{g_\perp^2}{2|s|}-\frac{g_\parallel g_\perp^2}{2|s|^2}+\dots$$

Since $g$ is quadratic in $k$, the first correction is of order $k^4$. The curvature at $k=0$ is thus given by projection for any nonzero $s$ in the four-band model. Strong strain is needed for that curvature to describe the band over a useful range of $k$. As $s\to0$ the masses stay fixed while their range shrinks to nothing.

## 6. The mass tensor and its limits

Define $T$ by $h\,\mathbf k^{\mathsf T}T\mathbf k=\hat s\cdot g(\mathbf k)$. Reading off coefficients,
$$T_{xx,yy}=\gamma_2(-\hat s_5\pm\sqrt3\,\hat s_4),\quad T_{zz}=2\gamma_2\hat s_5,$$
$$T_{yz}=\sqrt3\gamma_3\hat s_1,\quad T_{zx}=\sqrt3\gamma_3\hat s_2,\quad T_{xy}=\sqrt3\gamma_3\hat s_3.$$
Near the edge $E_+=E_+(0)-h\,\mathbf k^{\mathsf T}(\gamma_1-T)\mathbf k$. With $G(\mathbf n)=g/(hk^2)$ along a unit vector $\mathbf n$,
$$m_0M^{-1}=\gamma_1-T,\qquad \frac{m_0}{m(\mathbf n)}=\gamma_1-\hat s\cdot G(\mathbf n).$$

Three consequences can be read at once.

- $T$ is traceless, so inverse masses along three orthogonal axes sum to $3\gamma_1/m_0$. Strain redistributes inverse mass among directions.
- The lower doublet has $\gamma_1+T$. Reversing $s$ exchanges the masses of the two doublets.
- Since $|\hat s\cdot G|\le|G|$, the four-band inverse mass in any direction lies between $\gamma_1-|G|$ and $\gamma_1+|G|$. These are the unstrained heavy- and light-hole values, because $E_\pm=-h\gamma_1k^2\pm|g|$ at $s=0$.

To find $|G|$, let $Q=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. The first three components contribute $12\gamma_3^2Q$. The last two contribute $4\gamma_2^2(\sum_in_i^4-Q)=4\gamma_2^2(1-3Q)$, because $\sum_in_i^4=1-2Q$. Hence
$$|G|^2=4\left[\gamma_2^2+3(\gamma_3^2-\gamma_2^2)Q\right].$$

Limit: biaxial compression in the (001) plane. Here $\varepsilon_{zz}>\varepsilon_{xx}$ and $b<0$, so $\hat s_5=1$. The inverse mass is $\gamma_1-2\gamma_2$ along the normal, as in section 2, and $\gamma_1+\gamma_2$ in the plane. With $\gamma_1=13.4$ and $\gamma_2=4.2$ the masses are $1/5.0=0.200$ and $1/17.6=0.057\,m_0$. The pair called heavy for its motion along $z$ is light in the plane.

## 7. Stress along [110]

The remaining rough inputs are $\gamma_3=5.7$, $b=-2.9$ eV, $d=-5.3$ eV, $\Delta=0.29$ eV and $C_{11},C_{12},C_{44}=129,48,67$ GPa. A stress $X$ along [110] has $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=X/2$ and $\sigma_{zz}=0$. Linear elasticity gives
$$\varepsilon_{xx}-\varepsilon_{zz}=\frac{X}{2(C_{11}-C_{12})},\qquad\varepsilon_{xy}=\frac{X}{4C_{44}},$$
and therefore
$$s_3=-\frac{dX}{4C_{44}},\qquad s_5=\frac{bX}{2(C_{11}-C_{12})}.$$

For $X=-2$ GPa, $s_3=-39.6$ meV and $s_5=35.8$ meV. The length is $|s|=53.4$ meV and the direction is $(\hat s_3,\hat s_5)=(-0.741,0.671)$. Both components scale with $X$, so the direction keeps its value under any compression along this axis and reverses under tension.

Now project. Along [110], $G_3=\sqrt3\gamma_3=9.87$ and $G_5=-\gamma_2=-4.2$; along $[1\bar10]$ only $G_3$ changes sign; along [001] only $G_5=2\gamma_2=8.4$ remains:
$$[110]:\quad 13.4-(-7.32-2.82)=23.54,\quad m=0.0425\,m_0,$$
$$[1\bar10]:\quad 13.4-(7.32-2.82)=8.90,\quad m=0.112\,m_0,$$
$$[001]:\quad 13.4-5.64=7.76,\quad m=0.129\,m_0.$$
The sum is 40.2, equal to $3\gamma_1$.

This answers the opening question. The in-plane anisotropy comes from the shear component $s_3$, whose contribution changes sign between the two directions. Along [110] the kinetic vector is almost antiparallel to the strain vector, so the mass nearly reaches the unstrained light-hole value, $0.0414\,m_0$. Tension reverses $\hat s$ and moves the mass towards the heavy-hole value, $0.374\,m_0$.

## 8. How far from the edge?

Choose the $k$ along $[1\bar10]$ at which the projected law gives a hole energy $k_BT=25.9$ meV at 300 K. Then $hk^2=25.9/8.90=2.9$ meV. Here $\hat s\cdot G=4.50$ and $|G|=10.7$, so $g_\parallel\approx13$ meV and $g_\perp\approx28$ meV. The bound of section 5 is about $28.3^2/[2(53.4+13.1)]\approx6$ meV. The actual four-band lowering is 22% of $k_BT$. Along [001] it is 11%, and along [110], where $g$ and $s$ are nearly collinear, 0.7%. At 0.5 GPa the $[1\bar10]$ figure is 48%, so there the edge mass is a poor guide at room temperature.

The density of states is more sensitive. At 2 GPa the projected law gives an effective density of states of $6.2\times10^{17}\ \mathrm{cm^{-3}}$ for the top doublet; the full four-band energies give $1.5\times10^{18}\ \mathrm{cm^{-3}}$, 2.4 times as much. The sign of the change follows from section 5: the true hole energy never exceeds the projected one. As for its size, the largest lowering at $k_BT$ over all directions is 26%, near $[\bar111]$, and even applied uniformly it would give only a factor $0.74^{-3/2}\approx1.6$. The rest comes from states farther from the edge, where the lowering is a larger fraction of the projected energy: about three quarters of the excess comes from wave vectors whose projected energy exceeds $3k_BT$. Both densities are four-band values; the six-band edge masses of section 9 alone raise the projected one by a factor of about 1.4, and the full six-band energies give $2.3\times10^{18}\ \mathrm{cm^{-3}}$. The lower doublet holds only 0.5% of the carriers in the nondegenerate limit, so its population is a minor matter here. Hole densities approaching $10^{18}\ \mathrm{cm^{-3}}$ would require Fermi statistics.

## 9. A second limit: strain against spin-orbit coupling

Strain also mixes $J=3/2$ with $J=1/2$, which the four-band model omits. Restoring all six bands changes the top masses, in units of $m_0$, as follows:

| Compression | [110] | $[1\bar10]$ | [001] |
|---|---|---|---|
| four-band | 0.043 | 0.112 | 0.129 |
| 0.5 GPa | 0.039 | 0.134 | 0.136 |
| 1 GPa | 0.037 | 0.160 | 0.143 |
| 2 GPa | 0.034 | 0.223 | 0.156 |

Relative to the four-band values, the 2 GPa masses move by $-20\%$, $+98\%$ and $+21\%$. Under 2 GPa of tension the opening values $0.307$ and $0.056\,m_0$ become $0.274$ and $0.066\,m_0$. The independence of stress magnitude is thus a property of the four-band model, approached at weak stress. So is the mass bound of section 6: every six-band [110] mass in the table lies below the unstrained light-hole value, $0.0414\,m_0$.

The sum rule constrains these changes. In $H_p$, too, the anisotropic kinetic terms cancel when summed over three orthogonal directions. Because $H$ has no linear term in $k$, the edge curvature is the expectation value of the kinetic term in the edge doublet. The inverse masses therefore still sum to $3\gamma_1$ with six bands. At 2 GPa the [110] value rises by about 5.7, and $[1\bar10]$ pays about 4.4 of this out of only 8.9, so its mass doubles. The rule fixes the total, not how the loss is shared between the other two directions.

The opposite limit, strain much larger than $\Delta$, can be solved by hand. The top state is then a single orbital along [110], $|u\rangle=(|x\rangle+|y\rangle)/\sqrt2$, since for this compression $\sqrt3d\varepsilon_{xy}>0$ raises it above $(|x\rangle-|y\rangle)/\sqrt2$, and the diagonal strain terms, $c_x=c_y>0>c_z$, keep $|z\rangle$ below it. The expectation value of $H_p$ gives inverse masses
$$\gamma_1+\gamma_2+3\gamma_3=34.7,\quad\gamma_1+\gamma_2-3\gamma_3=0.5,\quad\gamma_1-2\gamma_2=5.0$$
along [110], $[1\bar10]$ and [001], or masses of 0.029, 2.0 and $0.20\,m_0$. Keeping the germanium inputs and 2 GPa but setting $\Delta=0.044$ eV, the six-band result is 0.029, 1.19 and $0.195\,m_0$, already close to this limit except along the very flat direction. So a large strain is not by itself a favourable case for the five-vector law: the useful window is $|g|\ll|s|\ll\Delta$.

Biaxial (001) compression is protected. Its top states have $m_J=\pm3/2$, which $J=1/2$ does not contain, so axial strain cannot mix them with the split-off band. Their edge masses are the same in both models.

## 10. Beside a real transistor

The inputs are rough values typical of germanium, and 2 GPa is a large but relevant stress for a strained p-channel device on a (001) wafer. For such a channel two assumptions fail visibly. Split-off mixing nearly doubles the transverse edge mass, as shown above. Confinement adds a kinetic five-vector of its own. In a triangular well the wave function vanishes at the interface, and the virial theorem assigns one third of the level energy $E_1$ to kinetic energy. Hence $h\langle k_z^2\rangle=(m_z/m_0)E_1/3$, and the added vector points along $+\Gamma_5$ with length $2\gamma_2(m_z/m_0)E_1/3$. At 0.5 MV/cm, using the four-band $m_z=0.129\,m_0$, $E_1=211$ meV and the length is 76 meV, more than the 53 meV of strain. In this estimate the two are equal near 0.3 MV/cm. Such fields exceed the bulk breakdown field of germanium and can exist only across a thin layer such as an inversion layer. This estimate uses the edge mass $m_z$ outside the range $|g|\ll|s|$ where it describes the band, and it omits the mixing through $k_zk_x$ and $k_zk_y$. It therefore gives the rough size of the effect, not subband energies or masses, and it errs low. Confinement turns the state towards $m_J=\pm3/2$, whose normal mass is heavier, and solving the coupled bands in the same well at zero in-plane $k$ gives about 100 meV at 0.5 MV/cm and equality with the strain near 0.2 MV/cm. The Luttinger parameters are also held fixed, although they depend on germanium's small direct gap, which strain shifts. With the conduction band included explicitly (rough values: gap 0.89 eV, Kane energy 26 eV, gap deformation potential $-9.5$ eV) the six-band masses at 2 GPa compression move by less than 2%. Under equal tension the two light masses fall by 11 to 15% and the inverse masses sum to about 46 instead of 40.2, so the sum rule belongs to the valence-band model. The masses here are bulk edge masses; a subband calculation is needed in strong inversion, and mobility further requires scattering rates. The remaining values are in the numerical output below.

## Calculated quantities

```
hbar^2/(2 m0) = 0.03810 eV nm^2; kT at 300 K = 25.85 meV
Rough Ge inputs: gamma1,2,3 = 13.4, 4.2, 5.7; b = -2.9 eV, d = -5.3 eV
Rough Ge inputs: Delta = 0.29 eV; C11,C12,C44 = 129.0, 48.0, 67.0 GPa
Stress along [110] = -2.0 GPa (negative = compression)
Strain xx = yy, zz, xy = -0.708, 0.527, -0.746 %
Strain vector s3, s5 = -39.55, 35.80 meV; |s| = 53.35 meV
Unit strain vector components 3, 5 = -0.7414, 0.6711
Four-band edge splitting 2|s| = 106.7 meV = 4.13 kT
[110]: G3 = 9.873, G5 = -4.200; projection parts 3, 5 = -7.319, -2.819
[110]: m0/m = 23.538; top mass = 0.0425 m0, lower = 0.3066 m0
[110]: unstrained heavy, light mass = 0.3744, 0.0414 m0
[1-10]: G3 = -9.873, G5 = -4.200; projection parts 3, 5 = 7.319, -2.819
[1-10]: m0/m = 8.899; top mass = 0.1124 m0, lower = 0.0559 m0
[1-10]: unstrained heavy, light mass = 0.3744, 0.0414 m0
[001]: G3 = 0.000, G5 = 8.400; projection parts 3, 5 = -0.000, 5.637
[001]: m0/m = 7.763; top mass = 0.1288 m0, lower = 0.0525 m0
[001]: unstrained heavy, light mass = 0.2000, 0.0459 m0
Sum of the three top m0/m = 40.200 (3 gamma1 = 40.200)
Same stress in tension, top masses [110],[1-10],[001] = 0.3066, 0.0559, 0.0525 m0
Biaxial (001) compression 1 %: in-plane, normal mass = 0.0568, 0.2000 m0
Hole energy below projected law at kT, [110],[1-10],[001] = 0.7, 22.3, 11.3 %
Six-band top masses (m0) and thermal lowering (four-band, [1-10]):
 -0.5 GPa: [110] 0.0394, [1-10] 0.1339, [001] 0.1359; lowering 47.5 %
 -1.0 GPa: [110] 0.0371, [1-10] 0.1595, [001] 0.1429; lowering 35.0 %
 -2.0 GPa: [110] 0.0342, [1-10] 0.2225, [001] 0.1555; lowering 22.3 %
 -3.0 GPa: [110] 0.0324, [1-10] 0.2995, [001] 0.1655; lowering 16.3 %
Same inputs at -2.0 GPa but Delta = 0.044 eV: 0.0292, 1.1855, 0.1947 m0
Six-band splitting of the two upper doublets = 119.3 meV
Density-of-states mass of top doublet = 0.0850 m0
Effective density of states, projected law = 6.223e+17 cm^-3
Effective density of states, full four-band = 1.516e+18 cm^-3
Holes in lower doublet (nondegenerate, 300 K) = 0.46 %
Triangular well at 0.5 MV/cm: first level = 211 meV, kinetic vector = 76.3 meV
Field where confinement vector equals |s| = 0.293 MV/cm
```
